Electron-phonon relaxation with comoving and static disorder

A disordered metal is cooled until the wavelength of its thermal phonons far exceeds the electron mean free path. An electron then collides with defects many times while crossing one wavelength, and its energy exchange with the lattice depends on what those defects do. If the scatterers ride with the lattice, the electrons move with them in a long wave, and little relative motion is left to dissipate energy. Scatterers held at rest brake the electrons that a compression wave carries past them. The first case gives a relaxation rate proportional to T⁴l, Schmid's result; the second gives T²/l, found by Sergeev and Mitin. Both follow from the damping of a sound wave.

**1. Model and definition of the rate**

Hartree atomic units are used, with ħ = k_B = m = 1. The electrons are free, with Fermi momentum p_F, velocity v_F = p_F, density n and density of states N0 for both spins:

n = p_F³/(3π²), N0 = p_F/π², n/N0 = p_F v_F/3.

Weak isotropic scatterers give a collision time τ and mean free path l = v_F τ, with p_F l ≫ 1. A fraction k of the collision rate 1/τ comes from scatterers that follow the lattice displacement. The remaining fraction 1−k comes from independent scatterers anchored outside the vibrating lattice. The lattice has mass density ρ, one longitudinal mode of speed u_L and two transverse modes of speed u_T, both much slower than v_F. Band-structure effects and localization corrections are left out. The fraction k is an input; the model does not say what value it takes in a given sample.

The rate 1/τ_ep is the decay rate of a small deviation of the occupation f of a state at the Fermi level, all other occupations being thermal. From

df/dt = −f R_out + (1−f) R_in

it follows that 1/τ_ep = R_out + R_in. At the Fermi level f = 1/2 in equilibrium, so R_out = R_in, and the out-scattering rate alone is half of 1/τ_ep.

**2. From phonon damping to electron relaxation**

Let M_βα be the matrix element, between exact eigenstates of the disordered metal, for absorbing one phonon of frequency ω = uq. It contains the screened potential and the displacement of the moving scatterers. Define

W = Σ_αβ |M_βα|² δ(ε_α−ε) δ(ε_β−ε−ω),

assumed independent of ε within a few T of the Fermi level. Absorption minus stimulated emission makes the phonon number decay at the rate

γ = 2πW ∫dε [f(ε) − f(ε+ω)] = 2πωW.

An electron at ε = 0 sees the same W, divided by the number of states per unit energy, N0V, where V is the volume. With n_B the Bose function and energies measured from the Fermi level, the out and in factors add up to

lower level: (n_B+1)[1−f(−ω)] + n_B f(−ω) = n_B + f(ω),
upper level: n_B[1−f(ω)] + (n_B+1) f(ω) = n_B + f(ω).

The first line uses 1−f(−ω) = f(ω). Since 1/(eᶻ−1) + 1/(eᶻ+1) = 1/sinh z, the sum of the two lines is 2/sinh(ω/T). Replacing 2πW by γ/ω and summing over phonons,

1/τ_ep = Σ_λ ∫ d³q/(2π)³ [γ_λ/(N0 u_λ q)] · 2/sinh(u_λq/T)
= Σ_λ [1/(π²N0u_λ)] ∫₀^∞ dq q γ_λ(q)/sinh(u_λq/T). (1)

What remains is γ, which can be found classically as dissipated power divided by wave energy. For a lattice velocity of complex amplitude w the mean energy density is ½ρ|w|², half kinetic and half potential.

**3. Collisions with moving scatterers**

Write the electron distribution as f = f0(ε) + (−f0′)ψ, where ψ depends on direction, and let ⟨…⟩ be the average over directions. Static scatterers relax ψ to ⟨ψ⟩. A moving scatterer is elastic in its own frame, where the energy is ε′ = ε − p·w to first order. Because f0(ε) = f0(ε′) + f0′ p·w, the deviation seen in that frame is (−f0′)(ψ − p·w). Its angular average is ⟨ψ⟩, as ⟨p·w⟩ = 0. The two kinds of scatterer together give the collision term

−[ψ − ⟨ψ⟩ − k p·w]/τ.

For a longitudinal wave, let μ be the cosine of the angle between p and q, and E the amplitude of the total screened force along q. The force term in the kinetic equation is E μ v_F f0′. Dividing by −f0′ and multiplying by τ gives, with x = ql,

(1 − iωτ + ixμ)ψ = ⟨ψ⟩ + lμE + k p_F μ w. (2)

**4. Longitudinal damping**

At wavelengths much longer than the screening length the electron density follows the ionic charge. For a displacement U exp(iqz−iωt), with w = −iωU, the relative compression is −iqU = qw/ω. Hence N0⟨ψ⟩ = nqw/ω, or

⟨ψ⟩ = p_F x w/(3ωτ).

The angular average of (2) is the continuity equation, which makes the electron current N0v_F⟨μψ⟩ equal to nw. The moving scatterers therefore exert no mean drag:

−(k/τ) N0⟨p_Fμ(ψ − ⟨ψ⟩ − p_Fμw)⟩ = −(k/τ)(nw − nw) = 0.

All the power comes from the screened force, P = ½n Re(w*E).

To find E, set a = 1 − iωτ, G = lE + k p_F w and B = (a/x) arctan(x/a). The needed averages are

⟨1/(a+ixμ)⟩ = B/a, ⟨μ/(a+ixμ)⟩ = (1−B)/(ix).

Dividing (2) by a+ixμ and averaging gives ⟨ψ⟩(1−B/a) = G(1−B)/(ix). Since 1−B/a = (1−B−iωτ)/a,

G = (ix⟨ψ⟩/a)[1 − iωτ/(1−B)]
= p_F w { ix²/(3ωτa) + x²/[3a(1−B)] }.

For ωτ ≪ 1, i/(ωτa) = i/(ωτ) − 1 + O(ωτ). The large imaginary term is the elastic pressure of the electron gas and does no net work. The real part, with B → arctan x/x, is

Re(G/p_Fw) = −x²/3 + x²/[3(1−B)] = x²B/[3(1−B)].

Subtracting k to return from G to lE, and using p_F/l = 1/τ, gives P = ½(n/τ)|w|² h_L. Division by the wave energy yields

γ_L = (n v_F/ρl) h_L,
h_L = x² arctan x/[3(x − arctan x)] − k. (3)

For x ≫ 1, h_L → πx/6 and γ_L → πnv_Fq/(6ρ), the clean damping, independent of l and k. This limit survives when ωτ is no longer small. The term −x²/3 then becomes −x²/(3|a|²). With B ≈ πa/(2x), the other term is x²/(3|a|²) + πx/6, so the same πx/6 is left.

**5. Transverse damping**

A transverse wave causes no density change, so ⟨ψ⟩ = 0. If the magnetically induced field is negligible, E = 0 as well. With n_x the direction cosine along w,

ψ = k p_F n_x w/(1+ixμ).

The moving scatterers now exert the drag (k/τ)nw(1−kg), where g = 3⟨n_x²/(1+ixμ)⟩. Averaging over azimuth replaces n_x² by (1−μ²)/2, and the part odd in μ drops out:

g = (3/2)⟨(1−μ²)/(1+x²μ²)⟩
= (3/2)[A − (1−A)/x²], A = arctan x/x.

Therefore

γ_T = (n v_F/ρl) h_T, h_T = k(1−kg),
g = 3[(1+x²)arctan x − x]/(2x³). (4)

In this model the scatterers are the transverse wave's sole hold on the electrons. With k = 0 there is no transverse damping.

**6. Where the heat is produced**

Multiply (2) by ψ*, average and take the real part. With χ = ψ − ⟨ψ⟩,

⟨|χ|²⟩ = Re[(lE + k p_Fw)⟨μψ*⟩].

Now consider the positive quantity

Q = (N0/2τ)[k⟨|χ − p_Fμw|²⟩ + (1−k)⟨|χ|²⟩].

Expanding the square and inserting the previous line,

Q = (N0/2τ){ l Re(E⟨μψ*⟩) + k[p_F²|w|²/3 − p_F Re(w⟨μψ*⟩)] }.

The first term is the work of the force E and the second is the work of the moving scatterers, so Q = P. The same steps with μ replaced by n_x in the driving terms cover the transverse wave.

Each kind of scatterer thus heats the electrons in proportion to the mean square of their anisotropy in that scatterer's own frame. In a long longitudinal wave the electrons move with the lattice, χ → p_Fμw. Moving scatterers then find nothing to relax, while static ones dissipate (1−k)n|w|²/(2τ). In a long transverse wave the electrons settle at the mean scatterer velocity kw. The heat is proportional to k(1−k)² + (1−k)k² = k(1−k), and both kinds of scatterer are needed.

**7. Long-wave limits**

With arctan x/x = 1 − x²/3 + x⁴/5 − …, the first part of h_L is

(1−x²/3+…)/(1−3x²/5+…) = 1 + 4x²/15 + …

Expanding the integral for g gives 1 − (3/2)x²(1/3−1/5) = 1 − x²/5. Thus

h_L = (1−k) + 4x²/15 + …,
h_T = k(1−k) + k²x²/5 + … (5)

At k = 1 the constants cancel. With η = n p_F l/5 the damping becomes

γ_L = (4/3)ηq²/ρ, γ_T = ηq²/ρ,

the damping by a fluid of shear viscosity η and no bulk viscosity. Shorter l means lower viscosity and weaker damping. At k < 1 a friction independent of q survives, and it grows as 1/l.

**8. The relaxation laws**

Put z = uq/T in (1) and use n/N0 = p_Fv_F/3 and v_F = p_F:

1/τ_ep = [p_F²v_F T²/(3π²ρl)] Σ_λ u_λ⁻³ ∫₀^∞ dz z h_λ(zTl/u_λ)/sinh z. (6)

This is the form to implement; the sum contains the transverse mode twice. Expanding 1/sinh z = 2Σ e^(−jz) over odd j gives

∫₀^∞ dz zˢ/sinh z = 2 s!(1−2^(−s−1)) ζ(s+1),

which equals π²/4, 7ζ(3)/2 and π⁴/8 for s = 1, 2 and 3.

For k = 1 and Tl/u ≪ 1, insert h_L = 4x²/15 and h_T = x²/5. The common factor is (1/3π²)(1/5)(π⁴/8) = π²/120:

1/τ_ep = (π²p_F²v_F l T⁴/120ρ)[4/(3u_L⁵) + 2/u_T⁵]. (7)

For k < 1 the constants in (5) dominate at small x, and (1/3π²)(π²/4) = 1/12:

1/τ_ep = (1−k)(p_F²v_F T²/12ρl)[1/u_L³ + 2k/u_T³]. (8)

If 1−k is small, (8) requires temperatures low enough that the thermally averaged x² terms are much smaller than 1−k. The average of z² with weight z/sinh z is π²/2, so for the transverse modes the condition is (π²/10)(Tl/u_T)² ≪ 1−k. Equation (6) covers the crossover.

The clean longitudinal rate follows from h_L = πx/6:

1/τ_clean = 7ζ(3)p_F²v_F T³/(36πρu_L⁴). (9)

Dividing the longitudinal parts of (7) and (8) by (9) gives

k = 1: [2π³/(35ζ(3))] Tl/u_L ≈ 1.47 Tl/u_L,
k = 0: [3π/(7ζ(3))] u_L/(Tl) ≈ 1.12 u_L/(Tl).

These are the weakening and the enhancement. The enhancement at k = 0 holds for every x. The inequality h_L > πx/6 is equivalent to 1/arctan x − 1/x < 2/π. The left side tends to 2/π at large x, and it increases with x because arctan x > sin(arctan x) = x/√(1+x²). For k = 1 the opposite inequality was tested at 300 values of x between 0.01 and 1000.

The transverse channel behaves differently. For Tl/u_T ≫ 1, g → 0 and h_T → k, so even fully comoving disorder gives a transverse rate p_F²v_F T²/(6ρlu_T³). The limit is approached slowly, since g falls only as 1/x: (6) gives 0.79 of it at Tl/u_T ≈ 13. As l decreases at k = 1, this rate first rises as 1/l, passes a maximum near Tl/u_T ≈ 0.8 and finally falls as l. The total for comoving disorder can therefore exceed (9) before the T⁴l law brings it down.

**9. Conditions of use**

The phonons are taken as bulk three-dimensional modes, so the sample must be larger than the thermal wavelength in every direction (about 9 to 17 nm at 4 K for the sound speeds of section 10); thin films fall outside. Besides this, p_F l ≫ 1 and Tl/u ≪ 1, three conditions matter.

First, phonons must be well defined. For static scatterers nv_F/(ρl) must be much smaller than T. Law (8) fails on sufficient cooling, since its damping stays constant while the phonon frequency falls.

Second, q must be much smaller than the screening wave number √(4πN0); this was used in the neutrality condition.

Third, the field induced by transverse currents must be weak, 4πσω/(c²q²) ≪ 1 with σ = nτ. Otherwise E = 0 fails and (4) must be rederived.

For numerical work, (3) and (4) lose digits at small x through cancellation. Below x = 0.03 these series are sufficient:

h_L = 1 − k + 4x²/15 − 12x⁴/175,
1 − g = x²/5 − 3x⁴/35.

**10. A worked case**

Take round model parameters: p_F = v_F = 1, l = 10 bohr, an ion mass of 2·10⁵ electron masses per electron, u_L = 0.002 and u_T = 0.001. Then n = 0.03377 bohr⁻³ and ρ = 6754.7 in atomic units. This is 41.5 g/cm³, denser than any element, so the numbers below illustrate the laws and do not describe a particular metal. At T = 4 K = 1.2667·10⁻⁵ hartree, Tl/u_L = 0.063 and Tl/u_T = 0.127.

The conditions of section 9 hold. The static-scatterer damping is 0.04 T, the thermal longitudinal wave number is 0.006 of the screening wave number, and the transverse screening ratio is about 2·10⁻⁵. The first ratio equals v_F/(MlT), with M the ion mass per electron, and is small here because M is large. At the same l and T, free-electron values give 0.014 for gold and 0.05 for copper, but 0.45 for aluminium, where the first condition is not met.

For comoving disorder, (7) gives

π²·10·(1.2667·10⁻⁵)⁴/(120·6754.7) = 3.135·10⁻²⁴,
4/(3u_L⁵) + 2/u_T⁵ = 4.17·10¹³ + 2.00·10¹⁵ = 2.042·10¹⁵,
1/τ_ep = 6.40·10⁻⁹.

The full integral (6) gives 5.75·10⁻⁹, or 2.4·10⁸ s⁻¹, so (7) is 11 % above it. The reason is the next term in 1−g = x²/5 − 3x⁴/35. The weight z³/sinh z peaks near z = 3, where x for transverse phonons is near 0.4 and x²/5 exceeds 1−g by only 6 %. The x⁴ term is weighted by z⁵/sinh z, and about three quarters of the shortfall comes from z > 4. With ∫₀^∞ dz z⁵/sinh z = π⁶/4, the leading relative correction is (6π²/7)(Tl/u_T)² ≈ 8.5(Tl/u_T)², so (7) is good to 1 % only below Tl/u_T ≈ 0.035 and to 5 % below about 0.08. The local exponents are accordingly 3.82 in T and 0.82 in l. They differ by 3 because (6) has the form T³ times a function of Tl.

For static disorder, k = 0, (8) gives

(1.2667·10⁻⁵)²/(12·6754.7·10·0.002³) = 2.47·10⁻⁸.

The full integral gives 2.49·10⁻⁸, or 1.0·10⁹ s⁻¹, with exponents 2.01 and −0.99. This is 4.3 times the comoving rate.

The clean longitudinal rate is 1.40·10⁻⁹. Relative to it, the longitudinal rate is 0.092 for comoving and 17.8 for static disorder. The comoving total is nevertheless 4.1 times the clean rate, because the two transverse modes contribute 5.62·10⁻⁹ of the 5.75·10⁻⁹. The total falls below the clean rate only under 0.88 K.

An equal mixture, k = 0.5, relaxes faster than either pure case here, at 1.13·10⁻⁷ or 4.7·10⁹ s⁻¹. It opens the transverse friction channel, which the small u_T amplifies. With s = (u_L/u_T)³ = 8, law (8) varies as (1−k)(1+2sk), which is largest at k = (2s−1)/(4s) = 0.47.

**11. Numerical tests**

Equation (2) was solved on an angular grid with the current condition imposed. Work and collision heat both reproduced (3), and the transverse heat reproduced (4), with a largest relative error of 8·10⁻⁵. The momentum given to a resting Fermi sea by slowly moving scatterers agreed with nw/τ to 0.03 %. A direct golden-rule sum with explicit occupations reproduced (9).

A coarser test did not use the kinetic equation. Random potentials were diagonalized in a periodic box at ql = 2 and p_F l near 8, and matrix elements of the screened displacement perturbation were averaged over states near the Fermi level. The longitudinal strength at k = 1 relative to k = 0 was 0.45, against 0.40 from (3). At k = 0.5 relative to k = 0 it was 0.70, against 0.70. The transverse strength at k = 1 relative to k = 0.5 was 1.13, against 1.01 from (4). The accepted deviation was 35 %, set by the small box and by corrections of order 1/(p_F l). The test thus supports the cancellation for comoving scatterers but does not measure it precisely. All values are in the numerical output below.

Values computed for the example and the checks

```
Quantum box, longitudinal k=1 / k=0: 0.454, kinetic 0.395
Quantum box, longitudinal k=0.5 / k=0: 0.701, kinetic 0.698
Quantum box, transverse k=1 / k=0.5: 1.132, kinetic 1.008
Largest relative error, kinetic equation: 8.4e-05
Drag on resting Fermi sea / (n w/tau): 1.00033
Out-scattering share of the clean rate: 0.5000
pF = 1.0 a.u., vF = 1.0 a.u., l = 10.0 bohr
Ion mass per electron = 2.0e+05 electron masses
Electron density = 0.03377 bohr^-3
Mass density = 6754.7 a.u.
uL = 0.0020 a.u., uT = 0.0010 a.u.
T = 4.0 K = 1.2667e-05 hartree
T l/uL = 0.0633, T l/uT = 0.1267
Static-scatterer phonon damping n vF/(rho l) = 5.000e-07 a.u.
That damping / T = 0.0395
Thermal qL / screening wave number = 0.0056
Transverse screening ratio 4 pi sigma w/(c q)^2 = 1.78e-05
Clean longitudinal rate = 1.3992e-09 a.u.
k=1.0: longitudinal rate = 1.2816e-10 a.u.
k=1.0: transverse rate (2 modes) = 5.6188e-09 a.u.
k=1.0: total = 5.7470e-09 a.u. = 2.376e+08 s^-1
k=1.0: asymptotic law = 6.4006e-09 a.u.
k=1.0: local exponents: T 3.819, l 0.819
k=0.5: longitudinal rate = 1.2501e-08 a.u.
k=0.5: transverse rate (2 modes) = 1.0038e-07 a.u.
k=0.5: total = 1.1288e-07 a.u. = 4.667e+09 s^-1
k=0.5: asymptotic law = 1.1135e-07 a.u.
k=0.5: local exponents: T 2.025, l -0.975
k=0.0: longitudinal rate = 2.4873e-08 a.u.
k=0.0: transverse rate (2 modes) = 0.0000e+00 a.u.
k=0.0: total = 2.4873e-08 a.u. = 1.028e+09 s^-1
k=0.0: asymptotic law = 2.4745e-08 a.u.
k=0.0: local exponents: T 2.010, l -0.990
k=1.0: longitudinal rate / clean rate = 0.092
k=0.0: longitudinal rate / clean rate = 17.776
k=1.0: total rate / clean rate = 4.107
k=1.0: total falls below clean rate under T = 0.880 K
```
